# Ballistic lower bound on specific contact resistivity for one spherical valley: a program that tests the result

```python
"""
Result under test: the ballistic lower bound on specific contact resistivity,
    rho0 = (h / 2 e^2) * 4 pi / kF^2 = 2 pi h / (e^2 (3 pi^2 n)^(2/3)),
for one spin-degenerate spherical parabolic valley at zero temperature.
n: mobile carrier density, kF: Fermi wave number, m: effective mass.
The voltage is the difference between the electrochemical potentials of the
populations incident on the interface from its two sides, divided by e.
Also tested: thermal correction, abrupt-interface transmission, the bound for
mode-mixing interfaces, and the contact part of a long diffusive slab.
"""
import numpy as np
from scipy.constants import e, h, hbar, k as kB, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def fermi_wave_number(n):
    return (3 * pi**2 * n) ** (1 / 3)


def rho_bound(n):
    return 2 * pi * h / (e**2 * (3 * pi**2 * n) ** (2 / 3))


density = 1e26
mass = 0.2 * m_e
temperature = 300.0
side = 20e-9
kF = fermi_wave_number(density)
EF = hbar**2 * kF**2 / (2 * mass)
rho0 = rho_bound(density)
modes_per_area = kF**2 / (4 * pi)

# Explicit count of transverse plane waves in a periodic square cross-section.
def count_modes(width):
    top = int(kF * width / (2 * pi)) + 2
    q = 2 * pi / width * np.arange(-top, top + 1)
    return int(np.sum(q[:, None]**2 + q[None, :]**2 < kF**2))


count_100 = count_modes(100e-9)
count_1000 = count_modes(1000e-9)
assert abs(count_100 / (modes_per_area * 1e-14) - 1) < 0.02
assert abs(count_1000 / (modes_per_area * 1e-12) - 1) < 0.002

# Density and one-way flux by quadrature over wave vectors.
node, weight = np.polynomial.legendre.leggauss(1000)
cos_node, cos_weight = np.polynomial.legendre.leggauss(8)
cos_node, cos_weight = (cos_node + 1) / 2, cos_weight / 2


def density_and_flux(mu, T, m):
    kmax = np.sqrt(2 * m * (mu + 40 * kB * T)) / hbar
    q = kmax * (node + 1) / 2
    wq = kmax * weight / 2
    occupation = expit((mu - hbar**2 * q**2 / (2 * m)) / (kB * T))
    shell = 2 / (2 * pi)**3 * 2 * pi * q**2 * occupation * wq
    n = 2 * np.sum(shell)
    v_normal = hbar * q[:, None] / m * cos_node[None, :]
    flux = np.sum(shell[:, None] * v_normal * cos_weight[None, :])
    return n, flux


def rho_from_flux(n, T, m):
    e_fermi = hbar**2 * fermi_wave_number(n)**2 / (2 * m)
    x = brentq(lambda y: density_and_flux(y * e_fermi, T, m)[0] / n - 1,
               0.5, 1.5, xtol=1e-13)
    mu = x * e_fermi
    d = 0.01 * kB * T
    slope = (density_and_flux(mu + d, T, m)[1]
             - density_and_flux(mu - d, T, m)[1]) / (2 * d)
    return 1 / (e**2 * slope), mu


for n_test in (1e26, 2e26, 5e26):
    assert abs(rho_from_flux(n_test, 30.0, mass)[0] / rho_bound(n_test) - 1) < 2e-4
# The mass must drop out at fixed density when the gas is degenerate.
for m_test in (0.1 * m_e, 0.4 * m_e):
    assert abs(rho_from_flux(density, 30.0, m_test)[0] / rho0 - 1) < 5e-4

rho_warm, mu_warm = rho_from_flux(density, temperature, mass)
kT = kB * temperature
G_log = (2 * e**2 / h) * mass * kT / (2 * pi * hbar**2) * np.logaddexp(0, mu_warm / kT)
assert abs(rho_warm * G_log - 1) < 1e-6
thermal_estimate = pi**2 / 12 * (kT / EF)**2
thermal_shift = rho_warm / rho0 - 1
# The neglected next order is about one percent of the correction here.
assert abs(thermal_shift / thermal_estimate - 1) < 0.02

# Abrupt interface to a free-electron metal, transverse wave vector conserved.
k_metal = 1.2e10


def normal_velocities(s):
    # s is the squared transverse wave number divided by kF squared
    vs = hbar * kF * np.sqrt(1 - s) / mass
    vm = hbar * np.sqrt(k_metal**2 - s * kF**2) / m_e
    return vs, vm


def step_transmission(s):
    vs, vm = normal_velocities(s)
    return 4 * vs * vm / (vs + vm)**2


mean_T = quad(step_transmission, 0, 1)[0]
samples = 10000
s_mid = (np.arange(samples) + 0.5) / samples
vs, vm = normal_velocities(s_mid)
ratio = vm / vs
# Unknowns r, t from continuity of the wave and of its derivative over mass.
system = np.empty((samples, 2, 2))
system[:, 0, 0], system[:, 0, 1] = -1, 1
system[:, 1, 0], system[:, 1, 1] = 1, ratio
amplitudes = np.linalg.solve(system, np.ones((samples, 2, 1)))[:, :, 0]
matched_T = ratio * amplitudes[:, 1]**2
assert np.allclose(matched_T, step_transmission(s_mid), rtol=1e-9)
assert abs(np.mean(matched_T) - mean_T) < 1e-4
assert mean_T < 1

# Lattice strip: semiconductor lead, one interface slice, metal lead.
# Energies are in units of the hopping; the carrier energy is zero.
width = 14
index = np.arange(1, width + 1)
transverse = -2 * np.cos(index * pi / (width + 1))
shapes = np.sqrt(2 / (width + 1)) * np.sin(np.outer(index, index) * pi / (width + 1))


def lead_self_energy(onsite):
    x = -(onsite + transverse)
    inside = np.abs(x) < 2
    root = np.sqrt(np.abs(1 - x**2 / 4))
    return np.where(inside, x / 2 - 1j * root, x / 2 - np.sign(x) * root), inside


def mode_transmissions(left_onsite, right_onsite, slice_onsite):
    left, _ = lead_self_energy(left_onsite)
    right, _ = lead_self_energy(right_onsite)
    H = np.diag(transverse) + shapes.T @ np.diag(slice_onsite) @ shapes
    G = np.linalg.inv(-H - np.diag(left + right))
    return (-2 * left.imag)[:, None] * np.abs(G)**2 * (-2 * right.imag)[None, :]


semi, metal = 3.5, 1.2
open_semi = int(np.sum(lead_self_energy(semi)[1]))
open_metal = int(np.sum(lead_self_energy(metal)[1]))
assert open_metal > open_semi
clean = np.sum(mode_transmissions(semi, semi, np.full(width, semi)))
assert abs(clean - open_semi) < 1e-9
rng = np.random.default_rng(5)
draws = 400
totals, mixing = [], []
for _ in range(draws):
    Tij = mode_transmissions(semi, metal, 2.3 + rng.uniform(-1.5, 1.5, width))
    assert np.max(Tij.sum(axis=1)) <= 1 + 1e-10
    totals.append(Tij.sum())
    mixing.append(1 - np.trace(Tij) / Tij.sum())
assert max(totals) <= open_semi + 1e-10
assert np.mean(mixing) > 0.01

# Slab with isotropic scattering; unit of length is the mean free path.
def slab_transmissions(cosines, weights, length=10.0, doublings=12):
    N = len(cosines)
    S = 0.5 * np.outer(np.ones(N), weights)
    inv = np.diag(1 / cosines)
    one = np.eye(N)
    A = np.block([[inv @ (S - one), inv @ S], [-inv @ S, inv @ (one - S)]])
    # Taylor series of the transfer matrix through one very thin layer.
    step = A * length / 2**doublings
    P, term = np.eye(2 * N), np.eye(2 * N)
    for j in range(1, 30):
        term = term @ step / j
        P = P + term
    r = -np.linalg.solve(P[N:, N:], P[N:, :N])
    t = P[:N, :N] + P[:N, N:] @ r
    result = []
    for j in range(doublings + 1):
        m_fwd = np.linalg.solve(one - r @ r, t)
        r, t = r + t @ r @ m_fwd, t @ m_fwd
        if j >= doublings - 1:
            flux_weight = weights * cosines
            result.append(flux_weight @ t @ np.ones(N) / flux_weight.sum())
    return result


def slab_line(cosines, weights):
    T10, T20 = slab_transmissions(cosines, weights)
    return (1 / T20 - 1 / T10) / 10, 2 / T10 - 1 / T20


def half_range_gauss(N):
    x, w = np.polynomial.legendre.leggauss(N)
    return (x + 1) / 2, w / 2


slope_two, intercept_two = slab_line(np.array([2 / 3]), np.array([1.0]))
slope_iso, intercept_iso = slab_line(*half_range_gauss(16))
slope_low, intercept_low = slab_line(*half_range_gauss(8))
assert abs(slope_two - 0.75) < 1e-7 and abs(intercept_two - 1) < 1e-6
assert abs(intercept_iso - intercept_low) < 1e-3
# Drude resistivity times mean free path, from density and Fermi velocity.
drude = hbar * kF / (density * e**2)
assert abs(slope_iso * rho0 / drude - 1) < 1e-4
assert 1 < intercept_iso < 1.1
contact_fraction = intercept_iso / 2

print(f"mobile density n = {density:.3e} m^-3")
print(f"effective mass = {mass / m_e:.2f} m_e")
print(f"Fermi wave number kF = {kF:.4e} m^-1")
print(f"Fermi energy = {EF / e:.4f} eV")
print(f"resistance quantum h/(2 e^2) = {h / (2 * e**2):.2f} ohm")
print(f"modes per area, one spin = {modes_per_area:.4e} m^-2")
print(f"modes counted, 100 nm square = {count_100}")
print(f"modes from formula, 100 nm square = {modes_per_area * 1e-14:.1f}")
print(f"modes counted, 1000 nm square = {count_1000}")
print(f"modes from formula, 1000 nm square = {modes_per_area * 1e-12:.1f}")
print(f"bound rho0 = {rho0:.4e} ohm m^2")
print(f"bound rho0 = {rho0 * 1e4:.4e} ohm cm^2")
for n_print in (2e26, 5e26):
    print(f"bound at n = {n_print:.1e} m^-3: {rho_bound(n_print):.4e} ohm m^2")
print(f"contact side = {side * 1e9:.0f} nm")
print(f"modes in this contact, one spin = {modes_per_area * side**2:.2f}")
print(f"least resistance of this contact = {rho0 / side**2:.1f} ohm")
print(f"temperature = {temperature:.0f} K")
print(f"kB T / EF = {kT / EF:.5f}")
print(f"thermal increase of rho, quadrature = {100 * thermal_shift:.4f} percent")
print(f"thermal increase of rho, estimate = {100 * thermal_estimate:.4f} percent")
print(f"metal Fermi wave number = {k_metal:.2e} m^-1")
print(f"abrupt interface, T at normal incidence = {step_transmission(0.0):.4f}")
print(f"abrupt interface, mean T over modes = {mean_T:.4f}")
print(f"abrupt interface resistivity = {rho0 / mean_T:.4e} ohm m^2")
print(f"lattice test, open semiconductor modes = {open_semi}")
print(f"lattice test, open metal modes = {open_metal}")
print(f"lattice test, random interfaces = {draws}")
print(f"lattice test, largest total transmission = {max(totals):.4f}")
print(f"lattice test, mean mode-changing share = {np.mean(mixing):.4f}")
print(f"two-stream slab, slope of 1/T per mean free path = {slope_two:.5f}")
print(f"two-stream slab, intercept of 1/T = {intercept_two:.5f}")
print(f"isotropic slab, slope of 1/T per mean free path = {slope_iso:.5f}")
print(f"isotropic slab, intercept of 1/T = {intercept_iso:.4f}")
print(f"isotropic slab, one contact / rho0 = {contact_fraction:.4f}")
print(f"extrapolated contact resistivity = {contact_fraction * rho0:.4e} ohm m^2")
print("tests ok")
```

Running it gives:

```
mobile density n = 1.000e+26 m^-3
effective mass = 0.20 m_e
Fermi wave number kF = 1.4360e+09 m^-1
Fermi energy = 0.3928 eV
resistance quantum h/(2 e^2) = 12906.40 ohm
modes per area, one spin = 1.6409e+17 m^-2
modes counted, 100 nm square = 1649
modes from formula, 100 nm square = 1640.9
modes counted, 1000 nm square = 164093
modes from formula, 1000 nm square = 164085.7
bound rho0 = 7.8656e-14 ohm m^2
bound rho0 = 7.8656e-10 ohm cm^2
bound at n = 2.0e+26 m^-3: 4.9550e-14 ohm m^2
bound at n = 5.0e+26 m^-3: 2.6900e-14 ohm m^2
contact side = 20 nm
modes in this contact, one spin = 65.63
least resistance of this contact = 196.6 ohm
temperature = 300 K
kB T / EF = 0.06581
thermal increase of rho, quadrature = 0.3599 percent
thermal increase of rho, estimate = 0.3563 percent
metal Fermi wave number = 1.20e+10 m^-1
abrupt interface, T at normal incidence = 0.9368
abrupt interface, mean T over modes = 0.7779
abrupt interface resistivity = 1.0111e-13 ohm m^2
lattice test, open semiconductor modes = 3
lattice test, open metal modes = 9
lattice test, random interfaces = 400
lattice test, largest total transmission = 2.5918
lattice test, mean mode-changing share = 0.1662
two-stream slab, slope of 1/T per mean free path = 0.75000
two-stream slab, intercept of 1/T = 1.00000
isotropic slab, slope of 1/T per mean free path = 0.75000
isotropic slab, intercept of 1/T = 1.0657
isotropic slab, one contact / rho0 = 0.5328
extrapolated contact resistivity = 4.1911e-14 ohm m^2
tests ok
```
